# Screened exchange and Coulomb hole from a single-pole dielectric function, part 1

(Sections cited here and not found follow in the later parts.)

A plane-wave GW calculation has to settle, before anything is computed, how the frequency dependence of the screened interaction is to be handled. One choice is to build the inverse dielectric matrix at many frequencies and integrate numerically. Another is to build it once, at zero frequency, to give each matrix element a single pole, and to do the frequency integral by residues. The second choice costs one dielectric matrix, but it brings further decisions with it: which band sums stop at the Fermi level and which run over empty states, on which index the Coulomb factor sits, what to do with matrix elements that admit no real pole, and at which energies the result can be trusted. The band ranges, the index and the range of validity follow from the two closed expressions (14) and (15) and from the way they are obtained; elements without a real pole need a rule from outside the model (section 6).

## 1. Conventions

Hartree atomic units are used. The temperature is zero, the system is spin-unpolarized, and the Hamiltonian is real (no magnetic field, no spin–orbit coupling). The crystal has volume $V=N_k\Omega_{\rm cell}$ with periodic boundary conditions. Fourier transforms in time are $F(\tau)=\int\frac{d\omega}{2\pi}e^{-i\omega\tau}F(\omega)$.

The Green function is the mean-field one, built from orbitals $\psi_m$ with energies $E_m$ and occupations $f_m=1$ or $0$. In time it is $-i\sum_{m\,\rm empty}\psi_m(\mathbf r)\psi_m^*(\mathbf r')e^{-iE_m\tau}$ for $\tau>0$ and $+i\sum_{m\,\rm occ}\psi_m(\mathbf r)\psi_m^*(\mathbf r')e^{-iE_m\tau}$ for $\tau<0$. With a damping factor $e^{-\eta|\tau|}$ the two half-line integrals are $-i\int_0^\infty e^{i(\omega-E_m+i\eta)\tau}d\tau=1/(\omega-E_m+i\eta)$ and $i\int_{-\infty}^0e^{i(\omega-E_m-i\eta)\tau}d\tau=1/(\omega-E_m-i\eta)$, so

$$G(\mathbf r,\mathbf r',\omega)=\sum_m\frac{\psi_m(\mathbf r)\psi_m^*(\mathbf r')}{\omega-E_m-i\eta s_m},\qquad s_m=+1\ \text{(occupied)},\quad s_m=-1\ \text{(empty)}.\tag{1}$$

Occupied poles lie above the real axis and empty poles below it.

A lattice-periodic two-point function is expanded as

$$F(\mathbf r,\mathbf r')=\frac1V\sum_{\mathbf q\mathbf G\mathbf G'}e^{i(\mathbf q+\mathbf G)\cdot\mathbf r}\,F_{\mathbf G\mathbf G'}(\mathbf q)\,e^{-i(\mathbf q+\mathbf G')\cdot\mathbf r'},\tag{2}$$

with $\mathbf q$ in the first Brillouin zone. The short forms $\mathbf Q=\mathbf q+\mathbf G$ and $\mathbf Q'=\mathbf q+\mathbf G'$ are used below. Because $\int e^{-i(\mathbf Q-\mathbf Q')\cdot\mathbf r}d^3r=V\delta_{\mathbf Q\mathbf Q'}$, the integral product $\int F_1(\mathbf r,\mathbf r'')F_2(\mathbf r'',\mathbf r')d^3r''$ becomes the plain matrix product $\sum_{\mathbf G''}F_{1,\mathbf G\mathbf G''}F_{2,\mathbf G''\mathbf G'}$. The bare interaction is diagonal, $v(\mathbf Q)=4\pi/|\mathbf Q|^2$.

The screened interaction is $W=v+v\chi v$ with the full density response $\chi$. Writing it as $W=(1+v\chi)v=\epsilon^{-1}v$ and using the product rule gives

$$\epsilon^{-1}_{\mathbf G\mathbf G'}=\delta_{\mathbf G\mathbf G'}+v(\mathbf Q)\chi_{\mathbf G\mathbf G'},\qquad W_{\mathbf G\mathbf G'}=\epsilon^{-1}_{\mathbf G\mathbf G'}\,v(\mathbf Q').\tag{3}$$

With this unsymmetrized $\epsilon^{-1}$ the Coulomb factor of $W$ carries the second index. In the random-phase approximation $W=v+v\chi_0W$, hence $\epsilon^{-1}=(1-v\chi_0)^{-1}$ and (3) is unchanged. The program solves this Dyson equation on a real-space grid for a one-dimensional model insulator and asserts that the result agrees with $\epsilon^{-1}_{GG'}v(q+G')$ and disagrees with $\epsilon^{-1}_{GG'}v(q+G)$. The frequency-dependent part of $W$ is called $W^c=W-v$.

The GW self-energy in time is $\Sigma(\mathbf r,\mathbf r',\tau)=iG(\mathbf r,\mathbf r',\tau)W(\mathbf r,\mathbf r',\tau+\delta)$ with $\delta\to0^+$. The shift matters only for the instantaneous part $v\,\delta(\tau+\delta)$, where it selects $\tau=0^-$, the branch of $G$ that contains the occupied states. Inserting the Fourier integral of $W$,

$$\Sigma(E)=i\int d\tau\,e^{iE\tau}G(\tau)\int\frac{d\omega}{2\pi}e^{-i\omega(\tau+\delta)}W(\omega)=\frac{i}{2\pi}\int d\omega\,e^{-i\omega\delta}G(E-\omega)W(\omega).$$

The next section shows that $W(\omega)=W(-\omega)$. Replacing $\omega$ by $-\omega$ then gives the form used from here on:

$$\Sigma(\mathbf r,\mathbf r',E)=\frac{i}{2\pi}\int_{-\infty}^{\infty}d\omega\,e^{i\omega\delta}\,G(\mathbf r,\mathbf r',E+\omega)\,W(\mathbf r,\mathbf r',\omega).\tag{4}$$

The interaction does not flip spin, so (4) holds for each spin with no factor of two. The factor of two for spin appears only in $\chi_0$.

## 2. The exact pole structure and the model

Let $|s\rangle$ be the neutral excited states with excitation energies $\omega_s>0$ and $n_s(\mathbf r)=\langle0|\hat\rho(\mathbf r)|s\rangle$. The time-ordered response $\chi=-i\langle T\,\delta\hat\rho(\mathbf r,\tau)\delta\hat\rho(\mathbf r',0)\rangle$ equals $-i\sum_sn_s(\mathbf r)n_s^*(\mathbf r')e^{-i\omega_s\tau}$ for $\tau>0$ and $-i\sum_sn_s(\mathbf r')n_s^*(\mathbf r)e^{+i\omega_s\tau}$ for $\tau<0$. The same half-line integrals as before give

$$\chi(\mathbf r,\mathbf r',\omega)=\sum_s\left[\frac{n_s(\mathbf r)n_s^*(\mathbf r')}{\omega-w_s}-\frac{n_s^*(\mathbf r)n_s(\mathbf r')}{\omega+w_s}\right],\qquad w_s=\omega_s-i\eta .$$

A real Hamiltonian has a complete set of real eigenfunctions, and with them every $n_s(\mathbf r)$ is real. The two numerators are then equal, the bracket becomes $n_s(\mathbf r)n_s(\mathbf r')\,2w_s/(\omega^2-w_s^2)$, and the components defined by (2) are

$$\chi_{\mathbf G\mathbf G'}(\mathbf q,\omega)=\frac1V\sum_s\tilde n_s(\mathbf Q)\,\tilde n_s^*(\mathbf Q')\,\frac{2w_s}{\omega^2-w_s^2},\qquad\tilde n_s(\mathbf Q)=\int e^{-i\mathbf Q\cdot\mathbf r}n_s(\mathbf r)\,d^3r.\tag{5}$$

Each matrix element is even in $\omega$, with poles at $+w_s$ below the axis and $-w_s$ above it. This is where time-reversal symmetry enters. Without it the strengths are $\tilde n_s(\mathbf Q)\tilde n_s^*(\mathbf Q')$ at $+w_s$ and $\tilde n_s^*(-\mathbf Q)\tilde n_s(-\mathbf Q')$ at $-w_s$. These differ in general (an inversion centre still makes them equal on the diagonal), and where they differ a model that depends on $\omega^2$ alone has the wrong structure. The same argument applies to $\chi_0$, and the RPA matrix inverse preserves evenness. The program asserts $\chi_0(\omega)=\chi_0(-\omega)$ at a complex frequency for its model crystal, which has no inversion centre.

The plasmon-pole model replaces the sum over $s$ by one term for each $(\mathbf q,\mathbf G,\mathbf G')$:

$$\epsilon^{-1}_{\mathbf G\mathbf G'}(\mathbf q,\omega)=\delta_{\mathbf G\mathbf G'}+\frac{A_{\mathbf G\mathbf G'}(\mathbf q)}{\omega^2-w^2},\qquad w=\tilde\omega_{\mathbf G\mathbf G'}(\mathbf q)-i\eta,\quad\tilde\omega>0\ \text{real}.\tag{6}$$

This is the only approximation made beyond GW with a mean-field $G$. The strength $A$ may be complex. Its partial fractions are

$$\frac{A}{\omega^2-w^2}=\frac{A}{2w}\left[\frac1{\omega-w}-\frac1{\omega+w}\right],\tag{7}$$

so the residue is $+A/2w$ at the lower pole $\omega=w$ and $-A/2w$ at the upper pole $\omega=-w$.

## 3. The spatial matrix element

Take the matrix element of (4) between Bloch states $|n\mathbf k\rangle$ and $|n'\mathbf k\rangle$. Inserting (1) and the expansion (2) of $W$, the integrals over $\mathbf r$ and $\mathbf r'$ separate into

$$\int\psi^*_{n\mathbf k}\,e^{i\mathbf Q\cdot\mathbf r}\,\psi_m\,d^3r\;\times\;\int\psi_m^*\,e^{-i\mathbf Q'\cdot\mathbf r'}\,\psi_{n'\mathbf k}\,d^3r'.$$

Both vanish unless the intermediate state has crystal momentum $\mathbf k-\mathbf q$. Define

$$M_{mn}(\mathbf G)=\langle m,\mathbf k-\mathbf q|\,e^{-i(\mathbf q+\mathbf G)\cdot\mathbf r}\,|n\mathbf k\rangle=\sum_{\mathbf G_1}c^*_{m,\mathbf k-\mathbf q}(\mathbf G_1-\mathbf G)\,c_{n\mathbf k}(\mathbf G_1).\tag{8}$$

The second form follows from $\psi_{n\mathbf k}=V^{-1/2}\sum_{\mathbf G_1}c_{n\mathbf k}(\mathbf G_1)e^{i(\mathbf k+\mathbf G_1)\cdot\mathbf r}$: the total wave vector in the integrand is $-(\mathbf k-\mathbf q+\mathbf G_2)-(\mathbf q+\mathbf G)+(\mathbf k+\mathbf G_1)$, which vanishes for $\mathbf G_2=\mathbf G_1-\mathbf G$. If $\mathbf k-\mathbf q=\mathbf k'+\mathbf G_0$ with $\mathbf k'$ on the stored mesh, then $c_{m,\mathbf k-\mathbf q}(\mathbf G_2)=c_{m\mathbf k'}(\mathbf G_2+\mathbf G_0)$, since both multiply the same plane wave. The first integral above is $M^*_{mn}(\mathbf G)$ and the second is $M_{mn'}(\mathbf G')$. Therefore

$$\Sigma_{nn'}(\mathbf k,E)=\frac1V\sum_{m}\sum_{\mathbf q\mathbf G\mathbf G'}M^*_{mn}(\mathbf G)M_{mn'}(\mathbf G')\,\big[\delta_{\mathbf G\mathbf G'}I^x_m+I^c_m\big]\,v(\mathbf Q'),\tag{9}$$

with two scalar integrals that depend on the energy only through $x=E-E_{m,\mathbf k-\mathbf q}$:

$$I^x_m=\frac{i}{2\pi}\int d\omega\,\frac{e^{i\omega\delta}}{\omega+x_\eta},\qquad I^c_m=\frac{i}{2\pi}\int d\omega\,\frac{1}{\omega+x_\eta}\,\frac{A}{\omega^2-w^2},\qquad x_\eta=x-i\eta s_m.\tag{10}$$

The factor $e^{i\omega\delta}$ is dropped in $I^c$ because that integrand falls as $\omega^{-3}$ and the limit $\delta\to0$ may be taken inside.

## 4. The frequency integrals

A contour closed counter-clockwise through the upper half plane gives $2\pi i$ times the enclosed residues. With the prefactor, $\frac{i}{2\pi}\cdot2\pi i=-1$: each upper pole contributes minus its residue. The pole of $G$ sits at $\omega=-x_\eta=-x+i\eta s_m$, which is in the upper half plane only for occupied $m$.

For $I^x$ the integrand falls only as $1/\omega$, and the large arc is negligible only where $e^{i\omega\delta}$ decays, which is the upper half plane. The residue at $-x_\eta$ is $e^{-ix_\eta\delta}\to1$, so

$$I^x_m=-f_m.\tag{11}$$

The program evaluates this oscillatory integral by quadrature at $x=0$ with finite $\eta$ and $\delta$, where $e^{-ix_\eta\delta}=e^{-\eta\delta}$ for an occupied state, and asserts $-e^{-\eta\delta}$ for an occupied state and zero for an empty one.

For $I^c$ the arc vanishes in either half plane. Closing above encloses up to two poles. The pole of $G$, present for occupied $m$, has residue $A/(x_\eta^2-w^2)$, the model evaluated at $\omega=-x_\eta$. The pole of $W$ at $\omega=-w$, present for every $m$, has by (7) the residue $-\frac{A}{2w}\cdot\frac1{x_\eta-w}$. Hence, at finite $\eta$,

$$I^c_m=-f_m\frac{A}{x_\eta^2-w^2}+\frac{A}{2w\,(x_\eta-w)}.\tag{12}$$

The program integrates $I^c$ along the real axis for occupied and empty states at several $x$ on both sides of $\pm\tilde\omega$ and asserts agreement with (12).

The first term of (12) comes from a pole of $G$. Together with (11) it is $-f_m[\delta+A/(x^2-\tilde\omega^2)]=-f_m\,\epsilon^{-1}(x)$: exchange with the bare interaction replaced by $W$ taken at the energy difference $x$. The second term comes from a pole of $W$. Away from $x=\pm\tilde\omega$ the limit $\eta\to0$ is harmless,

$$\delta\,I^x_m+I^c_m\;\to\;-f_m\left[\delta+\frac{A}{x^2-\tilde\omega^2}\right]+\frac{A}{2\tilde\omega(x-\tilde\omega)},\tag{13}$$

and inserting (13) into (9) gives the screened exchange and the Coulomb hole:

$$\Sigma^{\rm SX}_{nn'}(\mathbf k,E)=-\frac1V\sum_{m}^{\rm occ}\sum_{\mathbf q\mathbf G\mathbf G'}M^*_{mn}(\mathbf G)M_{mn'}(\mathbf G')\left[\delta_{\mathbf G\mathbf G'}+\frac{A_{\mathbf G\mathbf G'}}{(E-E_{m,\mathbf k-\mathbf q})^2-\tilde\omega^2_{\mathbf G\mathbf G'}}\right]v(\mathbf q+\mathbf G'),\tag{14}$$

$$\Sigma^{\rm COH}_{nn'}(\mathbf k,E)=\frac1{2V}\sum_{m}^{\rm all}\sum_{\mathbf q\mathbf G\mathbf G'}M^*_{mn}(\mathbf G)M_{mn'}(\mathbf G')\,\frac{A_{\mathbf G\mathbf G'}\,v(\mathbf q+\mathbf G')}{\tilde\omega_{\mathbf G\mathbf G'}\,\big(E-E_{m,\mathbf k-\mathbf q}-\tilde\omega_{\mathbf G\mathbf G'}\big)}.\tag{15}$$

The sum in (14) stops at the Fermi level and the sum in (15) does not. The factor $\tfrac12$ in (15) is the $1/2w$ of (7).

With one real pole per matrix element, the frequency integral has given the screened exchange (14), summed over occupied states, and the Coulomb hole (15), summed over all states. It remains to find the true poles of their sum, to fix $A$ and $\tilde\omega$, and to test and apply the result.
